# Chain parity and perfect transmission at band centre

## Problem

A chain of $N$ sites carries one orthogonal orbital per site. All site energies equal $\varepsilon_0$, and nearest neighbours are joined by the hopping element $-t$ with $t>0$. Each end site is coupled to a contact, which adds the self-energy

$$\Sigma=-\tfrac{i}{2}\Gamma ,\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma>0 ,$$

the same at both ends, independent of energy and without a real part. For $N=1$ both contacts act on the one site. Electrons are independent and cross the chain coherently. The transmission $T$ is counted per spin, and the algebra is in atomic units.

1. Find the condition for $T=1$ at an arbitrary real energy $E$.
2. At band centre, $E=\varepsilon_0$, find $T$ for odd and for even $N$. For which $\Gamma$ is each perfect?
3. Explain the difference through the levels of the isolated chain.
4. Evaluate chains of 4 and 5 atoms with $t=\Gamma=1$ eV, and judge how robust the result is.

## Hints

**Hint 1.** Use $T=\Gamma^2|G_{1N}|^2$, where $G=(E-H-\Sigma)^{-1}$. The solution derives this formula. A corner element of the inverse of a tridiagonal matrix needs one determinant and one product of hoppings.

**Hint 2.** Write $\varepsilon=E-\varepsilon_0$ and $g=\Gamma/2$. Let $P_n$ be the determinant of $E-H$ for $n$ sites without contacts. Find its recurrence, then express the determinant with contacts through $P_N$, $P_{N-1}$ and $P_{N-2}$.

**Hint 3.** Prove $P_{N-1}^2-P_NP_{N-2}=t^{2N-2}$ and use it to remove $P_{N-1}$ from $1/T$.

**Hint 4.** For question 3, try to construct a state of the isolated chain at $\varepsilon=0$, starting from one end.

## Solution

### The transmission formula

Let each contact be a semi-infinite chain with hopping $-t_l$, site energy $\varepsilon_0$ and a link $-\tau$ to the end site. Its energies are $\varepsilon=-2t_l\cos k$. Removing the first site of such a lead leaves an identical lead, so the Green function $g_s$ on the first site obeys $(\varepsilon-t_l^2g_s)g_s=1$. The outgoing solution is $g_s=-e^{ik}/t_l$: with it the bracket equals $-t_le^{-ik}$, and the product is 1. Hence

$$\Sigma=\tau^2g_s=-\frac{\tau^2}{t_l}e^{ik},\qquad \Gamma=\frac{2\tau^2\sin k}{t_l}.$$

Send in a wave of unit amplitude from the left. With the link cut, the lead holds the standing wave $e^{ikj}+r_0e^{-ikj}$ on sites $j\le0$. It must vanish at the missing site $j=1$, so $r_0=-e^{2ik}$, and the amplitude on the last lead site is $1-e^{2ik}$, of modulus $2\sin k$. With the link restored, this amplitude drives site 1 with strength $-\tau(1-e^{2ik})$, so that $|\psi_N|=2\tau\sin k\,|G_{N1}|$. The first site of the right lead then has amplitude $-\tau g_s\psi_N$, of modulus $\tau|\psi_N|/t_l$. The leads are identical, so the squared modulus of this amplitude is the transmission:

$$T=\left(\frac{2\tau^2\sin k}{t_l}\right)^2|G_{N1}|^2=\Gamma^2|G_{1N}|^2 .$$

The last form uses the symmetry of $G$. At $\varepsilon=0$, where $k=\pi/2$, the real part of $\Sigma$ vanishes and $\Gamma=2\tau^2/t_l$. The assumed contact is then reproduced by an actual lead. Away from the centre, a constant $\Gamma$ is a model assumption.

### The determinants

The matrix $E-H-\Sigma$ has $\varepsilon$ on its diagonal, $+t$ beside it, and an extra $ig$ on each end site. Deleting its last row and first column leaves a triangular matrix with $t$ on the diagonal. The cofactor therefore has modulus $t^{N-1}$, and

$$|G_{1N}|=\frac{t^{N-1}}{|D_N|},\qquad D_N=\det(E-H-\Sigma).$$

Without contacts, expansion along the last row gives

$$P_n=\varepsilon P_{n-1}-t^2P_{n-2},\qquad P_0=1,\quad P_{-1}=0 .$$

The determinant is linear in each diagonal entry. Each single factor $ig$ removes one end site and leaves $P_{N-1}$; the product of both removes two sites and leaves $P_{N-2}$. Therefore

$$D_N=P_N+2igP_{N-1}-g^2P_{N-2}.$$

For $N=1$ this gives $\varepsilon+2ig$, as it should with both contacts on one site.

### The product identity

For $N=1$ the identity in Hint 3 reads $1-0=1$. Suppose it holds for $N$. Inserting the recurrence for $P_{N+1}$ gives

$$\begin{aligned}
P_N^2-P_{N+1}P_{N-1}&=P_N^2-\varepsilon P_NP_{N-1}+t^2P_{N-1}^2\\
&=P_N(P_N-\varepsilon P_{N-1})+t^2P_{N-1}^2\\
&=t^2\left(P_{N-1}^2-P_NP_{N-2}\right)=t^{2N}.
\end{aligned}$$

The third line uses $P_N-\varepsilon P_{N-1}=-t^2P_{N-2}$. The identity thus holds for $N+1$, and by induction for every $N\ge1$.

### Answer to question 1

For real $\varepsilon$ all $P_n$ are real, so

$$\begin{aligned}
|D_N|^2&=(P_N-g^2P_{N-2})^2+4g^2P_{N-1}^2\\
&=(P_N-g^2P_{N-2})^2+4g^2P_NP_{N-2}+4g^2t^{2N-2}\\
&=(P_N+g^2P_{N-2})^2+\Gamma^2t^{2N-2}.
\end{aligned}$$

Dividing by $\Gamma^2t^{2N-2}$ gives

$$\frac1T=1+\left[\frac{P_N+g^2P_{N-2}}{\Gamma\,t^{N-1}}\right]^2 .$$

Transmission is perfect if and only if $P_N+g^2P_{N-2}=0$.

### Answer to question 2

At $\varepsilon=0$ the recurrence reduces to $P_n=-t^2P_{n-2}$. Starting from $P_{-1}=0$, all odd determinants vanish. Starting from $P_0=1$, the even ones are $P_n=(-1)^{n/2}t^n$.

For odd $N$, both $P_N$ and $P_{N-2}$ vanish. The condition is met whatever the broadening, and $T=1$ for every $\Gamma>0$.

For even $N$,

$$P_N+g^2P_{N-2}=(-1)^{N/2}t^{N-2}(t^2-g^2),$$

and therefore

$$\frac1T=1+\frac{(t^2-g^2)^2}{4g^2t^2}=\frac{(t^2+g^2)^2}{4g^2t^2}.$$

With $x=g/t=\Gamma/(2t)$ this is

$$T=\frac{4x^2}{(1+x^2)^2},\qquad 1-T=\left(\frac{1-x^2}{1+x^2}\right)^2 .$$

Since $x>0$, perfect transmission requires $x=1$, that is $\Gamma=2t$. The number depends on the definition of broadening: expressed through the half-width $\Gamma/2$, the condition is $\Gamma/2=t$.

### Answer to question 3

A state of the isolated chain at $\varepsilon=0$ must satisfy $\psi_{n-1}+\psi_{n+1}=0$ inside the chain, with $\psi_2=0$ and $\psi_{N-1}=0$ from the end equations. The first end condition empties all even sites, while the odd sites alternate in sign with equal magnitude.

If $N$ is odd, $N-1$ is even and the second end condition is already satisfied. The state lives on $(N+1)/2$ sites, so each end carries the weight $2/(N+1)$. For weak coupling, the level exchanges electrons equally fast with both contacts, which is the condition for perfect transmission through a single resonance.

If $N$ is even, $N-1$ is odd and the second end condition empties the odd sites too. No level exists at the centre. For $\Gamma\ll2t$ the electron must tunnel off resonance, with $T\approx4x^2=\Gamma^2/t^2$.

Very strong coupling does not help an even chain either. At $\varepsilon=0$ an end site has the Green function $1/(ig)$ when its inner bond is cut. Eliminating it gives the next site the self-energy $t^2/(ig)=-it^2/g$, hence the broadening $\Gamma'=4t^2/\Gamma$. For $N\ge4$, a chain with large $\Gamma$ thus acts like one shorter by two sites with small $\Gamma'$. The parity is unchanged, and the formula for $T$ is indeed unchanged under $x\to1/x$. The value $\Gamma=2t$ maps onto itself. It is also the broadening produced at band centre by a lead that continues the chain ($t_l=\tau=t$), so there is no junction to reflect the wave.

The even-chain requirement belongs to band centre. For $N=4$, the recurrence gives $P_2=\varepsilon^2-t^2$ and $P_4=\varepsilon^4-3t^2\varepsilon^2+t^4$, and the condition for $T=1$ becomes

$$\varepsilon^4-(3t^2-g^2)\varepsilon^2+t^2(t^2-g^2)=0 .$$

For $g<t$ this has two pairs of solutions, placed symmetrically about the centre. The inner pair meets at $\varepsilon=0$ when $g=t$; for $g>t$ only the outer pair remains.

### Answer to question 4: short silver chains

Silver serves as the example because it has one s electron per atom. The model then places the Fermi level at band centre. To see this, reverse the sign of the orbital on every second site, which turns $H-\varepsilon_0$ into its negative. With the imaginary contact terms included, it follows that $G_{nn}(-\varepsilon)=-G_{nn}(\varepsilon)^*$. The local density of states is therefore even in $\varepsilon$, and filling it up to $\varepsilon=0$ puts half an electron per spin on each site, or one electron per atom.

The hopping $t=1$ eV and the atomic spacing of 2.9 angstrom are rough values for silver, not a computed electronic structure. Kohn–Sham (PBE) gaps of Ag$_2$ and linear Ag$_4$ at this spacing correspond to a smaller hopping, about 0.8 and 0.7 eV. Since $T$ at band centre depends only on $\Gamma/t$, such a change amounts to rescaling the chosen $\Gamma$. In a real chain, orbital overlap and mixing with other orbitals also break the symmetry of the levels about band centre. The broadening $\Gamma=1$ eV is chosen for illustration, at half the matched value $2t$. These values give $x=0.5$ and

$$T_4=\frac{4(0.5)^2}{(1+0.5^2)^2}=\frac{1}{1.5625}=0.64,\qquad T_5=1 .$$

With both spins, the low-temperature, small-bias conductance is $(2e^2/h)T$, where $2e^2/h=77.5$ microsiemens. This gives 49.6 microsiemens for four atoms and 77.5 for five. At fixed $t$, reducing $\Gamma$ to 0.1 eV lowers $T_4$ to 0.01 and leaves $T_5=1$; raising it to 2 eV makes both perfect; at 4 eV $T_4$ is back at 0.64.

With $\Gamma=1$ eV, the four-atom chain has inner unit peaks at $\pm0.554$ eV. At 1.9 eV they have moved in to $\pm0.218$ eV.

**Temperature.** For odd $N$ near the centre, write $P_N\approx s_Nc_N\varepsilon t^{N-1}$ with $s_N=(-1)^{(N-1)/2}$. The recurrence gives $c_N=1+c_{N-2}$ with $c_1=1$, hence $c_N=(N+1)/2$. Since $s_{N-2}=-s_N$,

$$\frac1T-1\approx\frac{\varepsilon^2}{4\Gamma^2}\left[(N+1)-(N-1)\frac{g^2}{t^2}\right]^2 .$$

For the five-atom chain the coefficient of $\varepsilon^2$ is $(6-4\times0.25)^2/4=6.25$ per eV$^2$. The thermal weight $-\partial f/\partial E$ has $\langle\varepsilon^2\rangle=\pi^2(k_BT_{\rm el})^2/3$, where $T_{\rm el}$ is the electron temperature. At 300 K, $k_BT_{\rm el}=0.0259$ eV, and the estimated loss is $6.25\times3.29\times0.0259^2\approx0.014$. The full average gives $T_5=0.987$ and $T_4=0.644$.

For weak coupling, $\Gamma\ll t$, the same expansion gives a resonance of full width $4\Gamma/(N+1)$ at half maximum. An odd chain then keeps $T$ near 1 only if $k_BT_{\rm el}$ is small compared with this width.

**Other omissions.** Each row below changes one feature at zero temperature and leaves the other parameters alone.

| Change | $T_4$ | $T_5$ |
|---|---|---|
| none | 0.64 | 1.00 |
| all site energies raised 0.2 eV | 0.71 | 0.82 |
| end-site energies raised 0.2 eV | 0.66 | 0.86 |
| hoppings alternate 1.05, 0.95 eV | 0.53 | 0.96 |
| second-neighbour hopping 0.1 eV | 0.66 | 0.98 |
| right contact reduced to 0.5 eV | 0.40 | 0.89 |

The alternation starts with the stronger bond. The second-neighbour row is taken at the Fermi energy of the half-filled infinite chain, 0.2 eV. There the short chains hold about 1.03 electrons per atom; at the energies where they hold exactly one, $T_4=0.64$ and $T_5=0.999$, so most of the change in this row comes from the choice of Fermi energy. For the unmodified chains, energy-dependent contacts that match the full $\Sigma$ at the centre, including its zero real part, change $T$ only away from $\varepsilon=0$: at $\varepsilon=0.1$ eV, leads with $t_l=1$ eV and $\Gamma=1$ eV at the centre give $T_5=0.96$, against 0.94 for constant $\Gamma$.

In a real silver wire the contacts are generally unequal and the site energies shift. For the changes listed, the five-atom value falls by up to 0.18, while the four-atom value moves either way. The five-atom chain still transmits more after each listed change, but no longer perfectly, and the order depends on the size of the change: for a common shift of 0.3 eV the formula of question 1 gives $T_4=0.79$ and $T_5=0.70$. Electron interaction is omitted as well. The bare Coulomb energy between neighbouring atoms is about 5.0 eV, larger than $t$. Screening reduces it by an amount this model cannot supply, and in weakly coupled chains charging can invalidate the independent-electron result. The numbers are therefore properties of the model, not predictions for a measured wire.

## Variation 1: unequal contacts

**Question.** How do the results at band centre change for broadenings $\Gamma_L\ne\Gamma_R$?

**Solution.** The transmission becomes $T=\Gamma_L\Gamma_R|G_{1N}|^2$, and the determinant at $\varepsilon=0$ is

$$D_N=P_N+\tfrac i2(\Gamma_L+\Gamma_R)P_{N-1}-\tfrac14\Gamma_L\Gamma_RP_{N-2}.$$

For odd $N$ only the middle term survives, with $|P_{N-1}|=t^{N-1}$. For even $N$ the middle term vanishes and the outer two add in magnitude. Hence

$$T_{\rm odd}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2},\qquad
T_{\rm even}=\frac{\Gamma_L\Gamma_Rt^2}{(t^2+\Gamma_L\Gamma_R/4)^2}.$$

An odd chain now needs equal contacts. An even chain needs $\Gamma_L\Gamma_R=4t^2$, which unequal contacts can also satisfy. For 1 and 0.5 eV with $t=1$ eV, the formulas give $2/2.25=0.89$ and $0.5/1.125^2=0.40$, the last row of the table.

## Variation 2: a two-dimensional channel

**Question.** A square-lattice sheet, $N$ sites long and three sites wide, has hopping $-t$ in both directions, hard side walls and the same $\Gamma$ on every contact-edge site. Does its total transmission at $\varepsilon=0$ follow the parity rule?

**Solution.** The contact term is the same for every row, so the transformation that diagonalises the transverse hopping leaves it unchanged. The sheet separates into three independent chains centred at $E_q=0,\pm\sqrt2\,t$ relative to $\varepsilon_0$. Each has the transmission of question 1 at the shifted energy $\varepsilon-E_q$, and the three contributions add.

Take $t=\Gamma=1$ eV, so $g^2=0.25$ eV$^2$. In units of eV, the side modes have $\varepsilon^2=2$.

- For $N=5$, $P_3=\varepsilon(\varepsilon^2-2)=0$ and $P_5=\varepsilon(\varepsilon^4-4\varepsilon^2+3)$ has magnitude $\sqrt2$. Each side mode transmits $1/(1+2)=1/3$, and the total is $1+2/3=1.67$ out of 3.
- For $N=4$, $P_4=-1$ and $P_2=1$. Their combination is $-0.75$, against $+0.75$ for the central mode. All three modes therefore transmit 0.64, and the total is 1.92.

Here the four-site sheet transmits more than the five-site one, although its central mode transmits less. This is not a rule for even and odd lengths: the same recurrence gives totals of 1.42 for $N=6$ and 2.78 for $N=7$. The parity rule applies to a mode whose own band centre lies at the electron energy, not to the sum.

This matters when a semiconducting channel is put on a grid. Discretising $-\psi''/(2m)$ along the channel with spacing $a$ gives $t=1/(2ma^2)$ and places the band centre of each transverse mode $2t=1/(ma^2)$ above the lower edge of that mode. That energy depends on the chosen grid, so a parity effect found there belongs to the discretisation and not to the effective-mass channel.

The numerical output below lists the values for the chains and the sheet.

## Computed values

```
hopping t = 1.00 eV
broadening Gamma = 1.00 eV
atom spacing = 2.9 angstrom
x = Gamma/(2t) = 0.50
conductance unit 2e^2/h = 77.48 microsiemens
T at centre, N=1: 1.0000
T at centre, N=2: 0.6400
T at centre, N=3: 1.0000
T at centre, N=4: 0.6400
T at centre, N=5: 1.0000
T at centre, N=6: 0.6400
conductance N=4: 49.59 microsiemens
conductance N=5: 77.48 microsiemens
Gamma=0.1 eV: T(N=4)=0.0100, T(N=5)=1.0000
Gamma=0.5 eV: T(N=4)=0.2215, T(N=5)=1.0000
Gamma=2.0 eV: T(N=4)=1.0000, T(N=5)=1.0000
Gamma=4.0 eV: T(N=4)=0.6400, T(N=5)=1.0000
N=4 inner peak, Gamma=1.0 eV: +/-0.5541 eV
N=4 inner peak, Gamma=1.9 eV: +/-0.2181 eV
N=4 nearest closed-chain level: 0.6180 eV
N=5 centre level, weight on each end: 0.3333
N=4 electrons on last atom, both spins: 1.0000
N=5 electrons on last atom, both spins: 1.0000
kT at 300 K = 0.0259 eV
T averaged at 300 K: N=4 0.6437, N=5 0.9873
N=5 curvature of 1/T at centre term: 6.250 per eV^2
T, all sites shifted 0.2 eV: N=4 0.7084, N=5 0.8189
T, end sites shifted 0.2 eV: N=4 0.6648, N=5 0.8621
T, bonds t +/- 0.05 eV: N=4 0.5282, N=5 0.9610
T, second-neighbour hopping 0.1 eV: N=4 0.6570, N=5 0.9787
T, right contact 0.5 eV: N=4 0.3951, N=5 0.8889
T at E=0.1 eV, constant Gamma: N=4 0.6570, N=5 0.9428
T at E=0.1 eV, chain-like leads: N=4 0.6502, N=5 0.9623
bare Coulomb energy of neighbours: 4.97 eV
sheet mode centres: -1.414, -0.000, 1.414 eV
sheet N=4: total T=1.9200, centre mode 0.6400, each side mode 0.6400
sheet N=5: total T=1.6667, centre mode 1.0000, each side mode 0.3333
```
